# The lowest energy in a Monte Carlo optimization is no upper bound: a numerical check

```python
"""
Result under test: the lowest of n noisy variational Monte Carlo energies is
not an upper bound to the ground-state energy. For independent Gaussian errors
its mean is E_v - sigma*m_n, where m_n is the mean maximum of n standard normal
variables and m_n <= sqrt(2 ln n). A fresh run at the selected parameter has
no selection bias.

System (Hartree atomic units): two electrons in a harmonic trap, frequency
OMEGA = 1/2, repulsion 1/u, u = distance between the electrons.
Trial function: exp(-OMEGA*(r1^2+r2^2)/2 + J), J = u/(2*(1+b*u)).
b = variational parameter, M = samples per energy estimate,
sigma_L = standard deviation of the local energy, sigma = sigma_L/sqrt(M).
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import minimize_scalar
from scipy.special import ndtr

rng = np.random.default_rng(20240)
OMEGA = 0.5
M = 1000
N_PLATEAU = 100
N_WARM = 20
N_ITER = N_WARM + N_PLATEAU
N_REPEAT = 100
M_LONG = 100000
TIME_STEP = 0.3
B_START = 0.5
GRID = np.linspace(0.0, 14.0, 1401)
STEP = GRID[1] - GRID[0]


def local_energy(u, b):
    inv = 1.0 / (1.0 + b * u)
    inv2 = inv * inv
    return (3 * OMEGA + 0.5 * OMEGA * u * inv2 + b * inv2 * inv
            - 0.25 * inv2 * inv2 + b * (2 + b * u) * inv2)


def log_derivative(u, b):
    """Derivative of ln(psi) with respect to b."""
    ratio = u / (1 + b * u)
    return -0.5 * ratio * ratio


def density(b):
    """Unnormalized distribution of the electron-electron distance."""
    return GRID**2 * np.exp(-0.5 * OMEGA * GRID**2 + GRID / (1 + b * GRID))


def moments(b):
    """Mean, standard deviation and skewness of E_L by quadrature."""
    weight = density(b)
    weight = weight / weight.sum()
    energy = local_energy(GRID, b)
    mean = np.sum(weight * energy)
    dev = energy - mean
    sd = np.sqrt(np.sum(weight * dev**2))
    return mean, sd, np.sum(weight * dev**3) / sd**3


def sample(b, shape):
    """Independent distances by inversion of the cumulative distribution."""
    p = density(b)
    cdf = np.concatenate(([0.0], np.cumsum(0.5 * (p[1:] + p[:-1]))))
    return np.interp(rng.random(shape), cdf / cdf[-1], GRID)


def normal_max_moments(n):
    """First and second moments of the maximum of n standard normals."""
    x = np.linspace(-8.0, 12.0, 20001)
    log_cdf = np.log1p(-ndtr(-x))
    pdf = n * np.exp(-0.5 * x**2 + (n - 1) * log_cdf) / np.sqrt(2 * np.pi)
    dx = x[1] - x[0]
    return np.sum(x * pdf) * dx, np.sum(x**2 * pdf) * dx


def frozen_runs(b, records):
    """Energy estimates and their standard errors at fixed b."""
    means = np.empty((records, N_PLATEAU))
    errors = np.empty_like(means)
    for k in range(records):
        energy = local_energy(sample(b, (N_PLATEAU, M)), b)
        means[k] = energy.mean(axis=1)
        errors[k] = energy.std(axis=1, ddof=1) / np.sqrt(M)
    return means, errors


# Local energy against the full Hamiltonian in six coordinates
def trial(x, b):
    u = np.linalg.norm(x[:3] - x[3:])
    return np.exp(-0.5 * OMEGA * np.dot(x, x) + u / (2 * (1 + b * u)))


h = 1e-3
fd_error = 0.0
for x in (np.array([0.7, -0.2, 0.4, -0.5, 0.9, -0.3]),
          np.array([1.1, 0.6, -0.8, 0.2, -0.7, 0.5])):
    for b in (0.2, 0.6):
        center = trial(x, b)
        laplacian = sum(trial(x + h * e, b) + trial(x - h * e, b) - 2 * center
                        for e in np.eye(6)) / h**2
        u = np.linalg.norm(x[:3] - x[3:])
        direct = (-0.5 * laplacian / center
                  + 0.5 * OMEGA**2 * np.dot(x, x) + 1 / u)
        fd_error = max(fd_error, abs(direct - local_energy(u, b)))
assert fd_error < 1e-5

# Ground energy: numerical relative motion plus center-of-mass energy
n_radial = 4000
dr = 20.0 / (n_radial + 1)
r = dr * np.arange(1, n_radial + 1)
relative = eigh_tridiagonal(2 / dr**2 + OMEGA**2 * r**2 / 4 + 1 / r,
                            -np.ones(n_radial - 1) / dr**2,
                            select='i', select_range=(0, 0))[0][0]
e0_numeric = relative + 1.5 * OMEGA
E0 = 2.0
assert abs(e0_numeric - E0) < 2e-5

# Gradient formula and variational optimum
b_test = 0.35
w = density(b_test)
w = w / w.sum()
el = local_energy(GRID, b_test)
od = log_derivative(GRID, b_test)
gradient = 2 * (np.sum(w * el * od) - np.sum(w * el) * np.sum(w * od))
numeric = (moments(b_test + 1e-4)[0] - moments(b_test - 1e-4)[0]) / 2e-4
assert abs(gradient - numeric) < 1e-5
best = minimize_scalar(lambda b: moments(b)[0], bounds=(0.05, 0.8),
                       method='bounded', options={'xatol': 1e-8})
b_opt = best.x
e_opt, sd_opt, skew_opt = moments(b_opt)
sigma = sd_opt / np.sqrt(M)
gap = e_opt - E0
assert gap > 0

# Mean maximum of normal variables: exact small cases, ceiling, asymptotics
assert abs(normal_max_moments(2)[0] - 1 / np.sqrt(np.pi)) < 1e-8
assert abs(normal_max_moments(3)[0] - 1.5 / np.sqrt(np.pi)) < 1e-8
table = []
for n in (10, 100, 1000, 1000000):
    lead = np.sqrt(2 * np.log(n))
    refined = (lead - np.log(4 * np.pi * np.log(n)) / (2 * lead)
               + np.euler_gamma / lead)
    table.append((n, lead, normal_max_moments(n)[0], refined))
table = np.array(table)
assert np.all(table[:, 2] < table[:, 1])
assert np.all(np.diff(table[:, 2] / table[:, 1]) > 0)
assert np.all(np.diff(np.abs(table[:, 3] - table[:, 2])) < 0)
assert abs(table[-1, 3] - table[-1, 2]) < 0.03
m_n, q_n = normal_max_moments(N_PLATEAU)
ceiling = np.sqrt(2 * np.log(N_PLATEAU))

# Autocorrelated Gaussian errors stay under the same ceiling
phi = 0.9
state = rng.standard_normal(4000)
lowest = state.copy()
for _ in range(N_PLATEAU - 1):
    state = phi * state + np.sqrt(1 - phi**2) * rng.standard_normal(4000)
    lowest = np.minimum(lowest, state)
correlated_depth = -lowest.mean()
assert 0 < correlated_depth < m_n < ceiling

# Frozen parameter: minimum law, skewness, probabilities, coverage
frozen, frozen_error = frozen_runs(b_opt, 300)
assert abs(frozen.mean() - e_opt) < 5 * sigma / np.sqrt(frozen.size)
assert abs(frozen.std() / sigma - 1) < 0.03
depths = (e_opt - frozen.min(axis=1)) / sigma
depth = depths.mean()
depth_error = depths.std(ddof=1) / np.sqrt(depths.size)
skew_mean = skew_opt / np.sqrt(M)
depth_theory = m_n - skew_mean * (q_n - 1) / 6
# The allowance 0.03 covers neglected higher cumulants.
assert abs(depth - depth_theory) < 4 * depth_error + 0.03
assert depth < ceiling
p_one = np.mean(frozen < E0)
p_one_theory = ndtr(-gap / sigma)
p_five = np.mean(frozen.reshape(-1, 5).min(axis=1) < E0)
p_five_theory = 1 - ndtr(gap / sigma)**5
# Residual skewness shifts these probabilities by about one percent.
assert abs(p_one - p_one_theory) < 0.03
assert abs(p_five - p_five_theory) < 0.03
coverage = np.mean(frozen + 1.645 * frozen_error >= e_opt)
assert abs(coverage - 0.95) < 0.02

# Poor trial function: biased minimum, yet above the ground energy
b_poor = 1.0
e_poor, sd_poor, _ = moments(b_poor)
poor_min = frozen_runs(b_poor, 30)[0].min(axis=1).mean()
assert E0 < poor_min < e_poor

# Complete stochastic optimizations
energies = np.empty((N_REPEAT, N_ITER))
parameters = np.empty_like(energies)
for k in range(N_REPEAT):
    b = B_START
    for i in range(N_ITER):
        u = sample(b, M)
        el = local_energy(u, b)
        od = log_derivative(u, b)
        energies[k, i] = el.mean()
        parameters[k, i] = b
        od = od - od.mean()
        b -= TIME_STEP * np.dot(el - el.mean(), od) / np.dot(od, od)
assert np.max(np.abs(parameters[:, N_WARM:] - b_opt)) < 0.02
plateau_depths = (e_opt - energies[:, N_WARM:].min(axis=1)) / sigma
plateau_depth = plateau_depths.mean()
plateau_error = plateau_depths.std(ddof=1) / np.sqrt(N_REPEAT)
# The allowance 0.08 covers small parameter drift and higher cumulants.
assert abs(plateau_depth - depth_theory) < 4 * plateau_error + 0.08

index = energies.argmin(axis=1)
rows = np.arange(N_REPEAT)
selected_e = energies[rows, index]
selected_b = parameters[rows, index]
true_e = np.array([moments(b)[0] for b in selected_b])
short_e = np.array([local_energy(sample(b, M), b).mean() for b in selected_b])
long_e = np.empty(N_REPEAT)
long_error = np.empty(N_REPEAT)
for k, b in enumerate(selected_b):
    el = local_energy(sample(b, M_LONG), b)
    long_e[k] = el.mean()
    long_error[k] = el.std(ddof=1) / np.sqrt(M_LONG)


def mean_and_error(values):
    return values.mean(), values.std(ddof=1) / np.sqrt(values.size)


bias_sel, err_sel = mean_and_error(selected_e - true_e)
bias_short, err_short = mean_and_error(short_e - true_e)
bias_long, err_long = mean_and_error(long_e - true_e)
assert bias_sel < -10 * err_sel
assert abs(bias_short) < 4 * err_short
assert abs(bias_long) < 4 * err_long
assert selected_e.mean() < E0 < true_e.mean()
ev = physical_constants['Hartree energy in eV'][0]

print(f"trap frequency = {OMEGA:.2f} hartree")
print(f"exact ground energy = {E0:.6f} hartree")
print(f"ground energy by diagonalization = {e0_numeric:.6f} hartree")
print(f"largest local-energy check error = {fd_error:.1e} hartree")
print(f"optimal b = {b_opt:.5f} bohr^-1")
print(f"true energy at optimal b = {e_opt:.7f} hartree")
print(f"variational gap = {gap:.7f} hartree")
print(f"sigma_L at optimal b = {sd_opt:.6f} hartree")
print(f"samples per iteration M = {M}")
print(f"sigma of one estimate = {sigma:.7f} hartree")
print(f"gap / sigma = {gap / sigma:.3f}")
for n, lead, exact, refined in table:
    print(f"n={int(n)}: sqrt(2 ln n)={lead:.4f}, m_n={exact:.4f}, "
          f"refined={refined:.4f}")
print(f"AR(1) coefficient = {phi:.1f}, n = {N_PLATEAU}")
print(f"mean depth, correlated errors = {correlated_depth:.3f} sigma")
print(f"frozen-b records = {len(frozen)}, each n = {N_PLATEAU}")
print(f"frozen-b mean depth = {depth:.3f} +/- {depth_error:.3f} sigma")
print(f"skewness of E_L = {skew_opt:.3f}, of its mean = {skew_mean:.4f}")
print(f"mean square normal maximum, n=100 = {q_n:.4f}")
print(f"depth predicted with skewness = {depth_theory:.3f} sigma")
print(f"P(one value below E0): run {p_one:.4f}, formula {p_one_theory:.4f}")
print(f"P(min of 5 below E0): run {p_five:.4f}, formula {p_five_theory:.4f}")
print(f"coverage of value + 1.645 errors = {coverage:.4f}")
print(f"poor trial b = {b_poor:.2f} bohr^-1")
print(f"poor trial true energy = {e_poor:.5f} hartree")
print(f"poor trial sigma = {sd_poor / np.sqrt(M):.5f} hartree")
print(f"poor trial mean minimum of 100 = {poor_min:.5f} hartree")
print(f"optimizations = {N_REPEAT}, iterations in each = {N_ITER}")
print(f"warm-up = {N_WARM} iterations, time step = {TIME_STEP:.1f} hartree^-1")
for i in (0, 1, 2, 5, 10, 20):
    print(f"first optimization, iteration {i + 1}: b={parameters[0, i]:.4f} "
          f"bohr^-1, E={energies[0, i]:.6f} hartree")
print(f"first optimization, lowest at iteration {index[0] + 1}")
print(f"its selected b = {selected_b[0]:.5f} bohr^-1")
print(f"its lowest energy = {selected_e[0]:.6f} hartree")
print(f"its true energy at that b = {true_e[0]:.6f} hartree")
print(f"its fresh long run = {long_e[0]:.6f} +/- {long_error[0]:.6f} hartree")
print(f"samples in long run = {M_LONG}")
print(f"plateau mean depth = {plateau_depth:.3f} +/- {plateau_error:.3f} sigma")
print(f"mean lowest energy = {selected_e.mean():.6f} hartree")
print(f"mean true energy at selected b = {true_e.mean():.7f} hartree")
print(f"bias of lowest = {bias_sel:.6f} +/- {err_sel:.6f} hartree")
print(f"bias of lowest, converted = {1000 * ev * bias_sel:.2f} meV")
print(f"bias, fresh equal run = {bias_short:.6f} +/- {err_short:.6f} hartree")
print(f"bias, fresh long run = {bias_long:.7f} +/- {err_long:.7f} hartree")
print(f"lowest values below E0 = {np.sum(selected_e < E0)} of {N_REPEAT}")
print(f"fresh equal runs below E0 = {np.sum(short_e < E0)} of {N_REPEAT}")
print(f"fresh long runs below E0 = {np.sum(long_e < E0)} of {N_REPEAT}")
print("all assertions hold")
```

Printed output:

```
trap frequency = 0.50 hartree
exact ground energy = 2.000000 hartree
ground energy by diagonalization = 2.000000 hartree
largest local-energy check error = 1.7e-07 hartree
optimal b = 0.19830 bohr^-1
true energy at optimal b = 2.0000709 hartree
variational gap = 0.0000709 hartree
sigma_L at optimal b = 0.013409 hartree
samples per iteration M = 1000
sigma of one estimate = 0.0004240 hartree
gap / sigma = 0.167
n=10: sqrt(2 ln n)=2.1460, m_n=1.5388, refined=1.6309
n=100: sqrt(2 ln n)=3.0349, m_n=2.5076, refined=2.5565
n=1000: sqrt(2 ln n)=3.7169, m_n=3.2414, refined=3.2718
n=1000000: sqrt(2 ln n)=5.2565, m_n=4.8629, refined=4.8758
AR(1) coefficient = 0.9, n = 100
mean depth, correlated errors = 2.006 sigma
frozen-b records = 300, each n = 100
frozen-b mean depth = 2.584 +/- 0.027 sigma
skewness of E_L = -2.738, of its mean = -0.0866
mean square normal maximum, n=100 = 6.4724
depth predicted with skewness = 2.587 sigma
P(one value below E0): run 0.4281, formula 0.4336
P(min of 5 below E0): run 0.9410, formula 0.9417
coverage of value + 1.645 errors = 0.9587
poor trial b = 1.00 bohr^-1
poor trial true energy = 2.03403 hartree
poor trial sigma = 0.00718 hartree
poor trial mean minimum of 100 = 2.01683 hartree
optimizations = 100, iterations in each = 120
warm-up = 20 iterations, time step = 0.3 hartree^-1
first optimization, iteration 1: b=0.5000 bohr^-1, E=2.023400 hartree
first optimization, iteration 2: b=0.3114 bohr^-1, E=2.002421 hartree
first optimization, iteration 3: b=0.2658 bohr^-1, E=2.004590 hartree
first optimization, iteration 6: b=0.2180 bohr^-1, E=2.000067 hartree
first optimization, iteration 11: b=0.2012 bohr^-1, E=1.999444 hartree
first optimization, iteration 21: b=0.1987 bohr^-1, E=1.999992 hartree
first optimization, lowest at iteration 62
its selected b = 0.19890 bohr^-1
its lowest energy = 1.999174 hartree
its true energy at that b = 2.000071 hartree
its fresh long run = 2.000017 +/- 0.000042 hartree
samples in long run = 100000
plateau mean depth = 2.605 +/- 0.044 sigma
mean lowest energy = 1.998918 hartree
mean true energy at selected b = 2.0001328 hartree
bias of lowest = -0.001215 +/- 0.000062 hartree
bias of lowest, converted = -33.06 meV
bias, fresh equal run = -0.000025 +/- 0.000051 hartree
bias, fresh long run = 0.0000059 +/- 0.0000041 hartree
lowest values below E0 = 100 of 100
fresh equal runs below E0 = 44 of 100
fresh long runs below E0 = 5 of 100
all assertions hold
```
